# Echo decay from randomly placed flipped spins in d dimensions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one pair of spins to the decay law

### Definitions and conventions

An electron spin A, whose echo is observed, is surrounded by other electron spins B. All have spin 1/2 and the same isotropic $g$ factor, and they sit in a strong static field along $z$. Spin operators are dimensionless, with eigenvalues $m=\pm\frac12$ of $S_z$. Hamiltonians are divided by $\hbar$, so that they are angular frequencies. Lengths are in nm and times in µs.

The vector from A to a spin B has length $r$ and makes the angle $\theta$ with the field. The dipolar constant, the angular factor and the pair coupling are

$$
D=\frac{\mu_0 g^2\mu_B^2}{4\pi\hbar},\qquad f=1-3\cos^2\theta,\qquad \omega=\frac{Df}{r^3}.
$$

The B spins are placed independently and uniformly in $d$ dimensions, with mean density $n$ per unit volume, area or length. Any orientation in space is possible for the sheet ($d=2$) or line ($d=1$), but it is the same for all A spins until an orientation average is taken explicitly.

The pulse sequence is $\pi/2$ – $\tau$ – $\pi$ – $\tau$ – echo. The second pulse inverts A ideally. It also reverses each B with probability $\lambda$, which can be less than one because the B spins have different resonance frequencies. The normalized echo is $V$, with $V=1$ when no B is flipped. The time variable is the interval $t$ between the flip and the echo, here $t=\tau$; the total time from first pulse to echo is $2\tau$.

The polarization of the spins is taken to be negligible, so that B starts in either state with probability 1/2. Spin-lattice relaxation and every other source of decay are left out.

The result to be derived is

$$
V(t)=\exp\!\left(-K_d\,t^{d/3}\right),
$$

with $K_d$ proportional to $n\lambda$, the density of flipped spins. For $d=3$ this is an ordinary exponential whose rate is proportional to concentration.

### The coupling in a strong field

With the unit vector $\mathbf e$ from A to B, the full dipolar interaction is

$$
H_{\rm dd}=\frac{D}{r^3}\left[\mathbf S^A\!\cdot\mathbf S^B-3(\mathbf S^A\!\cdot\mathbf e)(\mathbf S^B\!\cdot\mathbf e)\right].
$$

In a strong field, terms that change the total $S_z$ connect states separated by a large Zeeman energy, and to leading order they are dropped. What remains is the average of the interaction over rotations about $z$. In the product $(\mathbf S^A\cdot\mathbf e)(\mathbf S^B\cdot\mathbf e)$ the $zz$ term has weight $\cos^2\theta$. The transverse part averages to $\frac12\sin^2\theta\,(S_x^AS_x^B+S_y^AS_y^B)$, because $\cos^2\varphi$ and $\sin^2\varphi$ both average to 1/2. The coefficients are therefore

$$
zz:\;1-3\cos^2\theta=f,\qquad
\text{transverse}:\;1-\tfrac32\sin^2\theta=-\tfrac12+\tfrac32\cos^2\theta=-\tfrac12 f .
$$

Hence

$$
H_{\rm dd}\to\omega\left[S_z^AS_z^B-\tfrac12\left(S_x^AS_x^B+S_y^AS_y^B\right)\right].
$$

The second term exchanges $\uparrow\downarrow$ and $\downarrow\uparrow$; it is the flip-flop term. Since $S_x^AS_x^B+S_y^AS_y^B=\frac12(S_+^AS_-^B+S_-^AS_+^B)$, its matrix element between these two states is $-\omega/4$. If the resonance frequencies of A and B differ by $\Delta$, the two states are separated by $\Delta$. The admixture is then of order $\omega/(4\Delta)$, and each level shifts by about $\omega^2/(16\Delta)$. Over a time with $|\omega|t\sim1$ that shift produces a phase of order $\omega/(16\Delta)$. Both effects are small for $|\omega|\ll|\Delta|$, and this is assumed from here on. The coupling is then $\omega S_z^AS_z^B$.

### The echo for given positions

Let $N$ spins B, labelled $j$, have couplings $\omega_j$ to A. Between pulses

$$
H=\Omega_AS_z^A+S_z^AZ+H_B,\qquad Z=\sum_j\omega_jS_z^{j}.
$$

Here $\Omega_A$ is the frequency offset of A. The term $H_B$ contains the offsets of the B spins and their mutual couplings, with flip-flops among them dropped for the same reason as before. Everything in $H$ is diagonal in the product basis of the $S_z$ operators, so all its terms commute.

When A is up or down, the B spins evolve during $\tau$ with

$$
u_\pm=\exp\!\left[-i\tau\left(H_B\pm\tfrac12Z\right)\right],
$$

and A contributes the phase factor $e^{\mp i\Omega_A\tau/2}$.

The first pulse makes transverse magnetization of A. It leaves the B spins, whose density matrix is $2^{-N}$ times the unit matrix, unchanged. The B spins also acquire transverse magnetization of their own from their small polarization. This doesn't reach A: the coupling can convert it to terms containing $S_z^A$, the ideal inversion changes $S_z^A$ to $-S_z^A$, and diagonal evolution makes no transverse A component from that.

Follow the component $|\uparrow\rangle\langle\downarrow|$ of the A coherence. On the left, A is up before the inversion and down after it, so the B spins are acted on by $u_-Ru_+$, where $R$ is the effect of the pulse on them. On the right the order is reversed, with $u_+Ru_-$. The phases from $\Omega_A$ cancel on each side: this is the refocusing of A. After tracing over B, the coherence is multiplied by

$$
F=2^{-N}\,{\rm Tr}\left[u_-Ru_+\,u_-^\dagger R^\dagger u_+^\dagger\right]
=2^{-N}\,{\rm Tr}\left[(u_+^\dagger u_-)R(u_+u_-^\dagger)R^\dagger\right].
$$

The second form uses the cyclic property of the trace. Because the exponents commute,

$$
u_+^\dagger u_-=\exp\!\left[i\tau(H_B+\tfrac12Z)-i\tau(H_B-\tfrac12Z)\right]=e^{i\tau Z},
\qquad u_+u_-^\dagger=e^{-i\tau Z}.
$$

$H_B$ has cancelled. The pulse acts on each B separately, $R=\prod_jR_j$, and $Z$ is a sum, so the trace is a product of one-spin traces:

$$
F=\prod_j\frac12\sum_{m,m'}|(R_j)_{mm'}|^2\,e^{i\omega_j\tau(m-m')}.
$$

For one B, a rotation that reverses the spin with probability $\lambda$ has $|R_{mm'}|^2=\lambda$ for $m\ne m'$ and $1-\lambda$ for $m=m'$. A rotation by $\beta$ about a transverse axis has $\lambda=\sin^2(\beta/2)$. The two diagonal terms give $1-\lambda$ after the factor 1/2. The two off-diagonal terms have $m-m'=\pm1$ and give $\frac12\lambda(e^{i\omega\tau}+e^{-i\omega\tau})$. Thus each B contributes

$$
1-\lambda+\lambda\cos\omega\tau=1-\lambda(1-\cos\omega\tau).
$$

This is real, so the conjugate component of the coherence receives the same factor. A B spin that isn't flipped contributes 1: its field on A is static and is refocused. A flipped B reverses its field at the same moment as A is inverted, and the phases from the two intervals add instead of cancelling. This loss is called instantaneous diffusion, though no spin moves.

If $\lambda$ varies among the B spins independently of position, the factor may be averaged at once, since it is linear in $\lambda$. The mean flip probability is then what enters.

### A separate pulse for the B spins

In double resonance the B spins are flipped by a pulse of their own at time $t_0$ after the first pulse, while the refocusing pulse acts on A alone. Let B have projection $m$ before $t_0$ and $m'$ after it. The A phase accumulates with sign $+$ up to $\tau$ and $-$ from $\tau$ to $2\tau$. For $t_0\ge\tau$ it is

$$
\omega\left[m\tau-m(t_0-\tau)-m'(2\tau-t_0)\right]=\omega(m-m')(2\tau-t_0),
$$

and for $t_0<\tau$ it is

$$
\omega\left[mt_0+m'(\tau-t_0)-m'\tau\right]=\omega(m-m')t_0 .
$$

The pair factor is the same as before, with $t=2\tau-t_0$ or $t=t_0$. All that follows applies to this $t$.

### What flip-flops would change

The opposite limit, $\Delta=0$, shows that the pair factor depends on the condition on $\Delta$. Let both spins be inverted ideally. The Hamiltonian can be written

$$
H=\omega\left[\tfrac32S_z^AS_z^B-\tfrac12\mathbf S^A\!\cdot\mathbf S^B\right].
$$

Its eigenstates are the triplet states $T_{\pm1}$, $T_0$ and the singlet. The values of $S_z^AS_z^B$ are $\frac14,-\frac14,-\frac14$, and those of $\mathbf S^A\cdot\mathbf S^B$ are $\frac14,\frac14,-\frac34$. The energies are therefore $\frac14\omega$, $-\frac12\omega$ and $0$.

Inverting both spins leaves $H$ unchanged, so the coupling acts undisturbed for $2\tau$. Write $S_x^A=\frac12(X_++X_-)$ with $X_\pm=S_x^A\pm S_x^B$. The symmetric $X_+$ connects $T_{\pm1}$ with $T_0$, at frequency $\frac34\omega$. The antisymmetric $X_-$ connects $T_{\pm1}$ with the singlet, at frequency $\frac14\omega$. Both parts have equal weight, and the A magnetization that began on A is multiplied by

$$
\tfrac12\left[\cos\tfrac32\omega\tau+\cos\tfrac12\omega\tau\right]=\cos(\omega\tau)\cos(\tfrac12\omega\tau).
$$

At $\omega\tau=2.5$ this is $-0.2526$, whereas the factor without flip-flops is $\cos2.5=-0.8011$. Propagation of the two-spin state with the flip-flop term retained and $\Delta=100\,\omega$ gives $-0.8011$ for magnetization that began on A. If B starts with equal transverse magnetization, flip-flops carry a part of order $\omega/\Delta$ to A, and for $\Delta$ near $100\,\omega$ the value moves by about $\pm0.003$.

The spins that determine the decay at time $t$ have $|\omega|t\sim1$, so $|\Delta|t\gg1$ for typical pairs is enough to drop the flip-flop term. The condition can't simply be dropped. The three-dimensional average below depends on the pair factor through $\int_0^\infty(1-\cos cx)\,x^{-2}dx$, which is proportional to $c$. The $\Delta=0$ factor above, for magnetization that began on A, gives $\frac12(\frac32+\frac12)=1$, the same as $\cos\omega\tau$. But at $\Delta=0$ the first pulse excites B just as it excites A. The initial state is then $X_+$, the A signal is multiplied by $\cos\frac32\omega\tau$, and the pair average is larger by the factor $\frac32$. With flip-flops, however, the terms of $H$ no longer commute, and the derivation of the echo as a product of pair factors no longer applies. Closer spins with $|\omega|>|\Delta|$ lie in a volume of order $D/|\Delta|$ in three dimensions. This is small compared with the volume $\sim Dt$ that governs the decay under the same condition.

### Average over positions

Put A at the origin of a large region of volume $\mathcal V$ (an area or length for $d=2,1$). For one B placed uniformly in it, the mean pair factor is

$$
q=\frac1{\mathcal V}\int_{\mathcal V}d^dr\left[1-\lambda(1-\cos\omega t)\right]=1-\frac{\lambda J_{\mathcal V}}{\mathcal V},\qquad
J_{\mathcal V}=\int_{\mathcal V}d^dr\,(1-\cos\omega t).
$$

Because positions are independent, $N$ spins give $q^N$. Their number has a Poisson distribution with mean $n\mathcal V$, so

$$
V=\sum_{N=0}^\infty e^{-n\mathcal V}\frac{(n\mathcal V)^N}{N!}q^N=e^{-n\mathcal V(1-q)}=e^{-n\lambda J_{\mathcal V}} .
$$

A fixed number $N=n\mathcal V$ gives the same limit, since $(1-n\lambda J_{\mathcal V}/N)^N\to e^{-n\lambda J}$ as $N\to\infty$. If $J_{\mathcal V}$ has a finite limit $J$ for a large region, then

$$
V(t)=e^{-n\lambda J(t)},\qquad J(t)=\int d^dr\,(1-\cos\omega t).
$$

The exponent is linear in the density of flipped spins for every $d$. This follows from independent placement; given that the echo is a product of pair factors, it doesn't depend on how $\omega$ varies with position.

### The power of time

Write $d^dr=r^{d-1}dr\,d\Omega$, where $d\Omega$ is the element of solid angle for $d=3$, the element $d\varphi$ for $d=2$, and a sum over two directions for $d=1$. For a fixed direction with $f\neq0$ set

$$
x=\frac{D|f|t}{r^3},\qquad r^d=(D|f|t)^{d/3}x^{-d/3}.
$$

The modulus is allowed because the cosine is even. Differentiating and dividing by $d$,

$$
r^{d-1}dr=\frac1d\,d(r^d)=-\frac13(D|f|t)^{d/3}x^{-1-d/3}dx .
$$

As $r$ runs from 0 to $\infty$, $x$ runs from $\infty$ to 0. Reversing these limits removes the minus sign, and

$$
J(t)=\frac13(Dt)^{d/3}\,G_d\,I(d/3),
$$

$$
G_d=\int d\Omega\,|f|^{d/3},\qquad I(s)=\int_0^\infty\frac{1-\cos x}{x^{1+s}}dx .
$$

Directions with $f=0$ contribute nothing to either side. All dependence on time is now in the prefactor $t^{d/3}$.

The integral must converge. Large $x$, which means close spins, is harmless for $s>0$, since the integrand is at most $2x^{-1-s}$. Small $x$, which means distant spins, gives $\frac12x^{1-s}$, integrable for $s<2$. The result would thus hold for $d<6$, which includes the three physical dimensions.

The exponent $d/3$ can be read as a counting law. At time $t$, spins within about $r(t)=(Dt)^{1/3}$ have turned the A phase by an angle of order one. Their number is of order $n\lambda\,r(t)^d\propto n\lambda\,t^{d/3}$.

## Second half: coefficients, limits and numbers

### What is carried over

The symbols are $D$ for the dipolar constant, $f=1-3\cos^2\theta$ for the angular factor, $\omega=Df/r^3$ for the coupling, $n$ for the density of B spins and $\lambda$ for their flip probability. The time $t$ equals $\tau$ in the two-pulse sequence; with a separate pulse for B it is $2\tau-t_0$ for $t_0\ge\tau$ and $t_0$ for $t_0<\tau$. The first half gave

$$
V(t)=e^{-n\lambda J(t)}=e^{-K_dt^{d/3}},\qquad
K_d=\frac{n\lambda}{3}D^{d/3}G_d\,I(d/3),
$$

with $J=\int d^dr(1-\cos\omega t)$, $G_d=\int d\Omega\,|f|^{d/3}$ and $I(s)=\int_0^\infty(1-\cos x)x^{-1-s}dx$. It assumed independent positions, the coupling $\omega S_z^AS_z^B$ and negligible polarization.

For independently placed B spins and negligible flip-flops, the echo decays as $e^{-K_dt^{d/3}}$, with $K_d$ proportional to the density of flipped spins. It remains to evaluate the integrals in $K_d$, to examine the effects of a minimum distance and of random orientations, and to compare the law with simulated echoes.
